# Hydrogen's static second hyperpolarizability from the second-order wavefunction

## Problem

A hydrogen atom in its 1s state is placed in a uniform static electric field of strength $F$ along $z$. The nucleus is fixed and the electron is non-relativistic. In Hartree atomic units the electron has charge $-1$, so its energy in the field is $+Fz$ and

$$H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad E_0=-\tfrac12,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi}.$$

The polarizability $\alpha$ and the second hyperpolarizability $\gamma$ are defined by

$$E(F)=E_0-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4-\dots$$

Since $dE/dF=\langle z\rangle$ and the dipole moment is $\mu=-\langle z\rangle$, this is the same as $\mu=\alpha F+\gamma F^3/6+\dots$

Find $\gamma$. How many orders of the perturbed wavefunction are needed?

Write $E=\sum_k E_kF^k$ and $\psi=\sum_k F^k\psi_k$, with the intermediate normalization $\langle\psi_0|\psi_k\rangle=0$ for $k\ge1$. Then $\alpha=-2E_2$ and $\gamma=-24E_4$. The reflection $z\to-z$ turns $H(F)$ into $H(-F)$, so the odd energies vanish and $\psi_k$ has parity $(-1)^k$ under this reflection. The series is used as a formal expansion at small $F$; no convergence is claimed.

## A tempting solution, which is wrong

The first-order equation is $(H_0-E_0)\psi_1=-z\psi_0$. To solve it, put $\psi_1=g_1\psi_0$. For any smooth $g$,

$$\nabla^2(g\psi_0)=\psi_0\nabla^2g+2\nabla g\cdot\nabla\psi_0+g\nabla^2\psi_0,\qquad \nabla\psi_0=-\hat{\mathbf r}\,\psi_0 .$$

The terms in which $g$ is not differentiated add up to $g(H_0-E_0)\psi_0=0$. What remains is

$$(H_0-E_0)(g\psi_0)=\psi_0\,Lg,\qquad Lg=-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}.$$

On a power of $r$ times a Legendre polynomial of $\cos\theta$,

$$L(r^kP_l)=\Big\{k\,r^{k-1}-\tfrac12\big[k(k+1)-l(l+1)\big]r^{k-2}\Big\}P_l. \tag{1}$$

The source $-r\cos\theta$ has $l=1$. From (1), $L(r\cos\theta)=\cos\theta$ and $L(r^2\cos\theta)=(2r-2)\cos\theta$. With $g_1=(ar+br^2)\cos\theta$ the equation becomes $a-2b+2br=-r$, so $b=-\tfrac12$ and $a=-1$:

$$g_1=-\Big(r+\frac{r^2}2\Big)\cos\theta .$$

The integrals follow from

$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}\,dr=\frac{(n+2)!}{2^{n+1}},$$

which gives $\langle r^2\rangle=3$, $\langle r^3\rangle=\tfrac{15}2$ and $\langle r^4\rangle=\tfrac{45}2$. The angular average of $\cos^2\theta$ is $\tfrac13$. Projecting the second-order equation on $\psi_0$ gives

$$E_2=\langle\psi_0|z|\psi_1\rangle=-\tfrac13\Big(3+\tfrac{15}4\Big)=-\tfrac94,$$

so $\alpha=\tfrac92$. The norm of the first-order function is

$$S_{11}\equiv\langle\psi_1|\psi_1\rangle=\tfrac13\Big\langle r^2+r^3+\tfrac{r^4}4\Big\rangle=\tfrac13\Big(3+\tfrac{15}2+\tfrac{45}8\Big)=\tfrac{43}8 .$$

Now comes the tempting argument. The energy quotient $\langle\Phi|H|\Phi\rangle/\langle\Phi|\Phi\rangle$ is stationary at an eigenstate, so its error is quadratic in the error of $\Phi$. The function $\Phi_1=\psi_0+F\psi_1$ is wrong at order $F^2$. The square of this is $F^4$, so the energy should be good to order $F^4$, and $\psi_1$ should suffice.

In $\langle\Phi_1|H-E_0|\Phi_1\rangle$ the terms of order $F$ and $F^3$ vanish by parity. The two terms of order $F^2$ are

$$\langle\psi_1|H_0-E_0|\psi_1\rangle=-\langle\psi_1|z|\psi_0\rangle=-E_2,\qquad 2\langle\psi_0|z|\psi_1\rangle=2E_2 .$$

Their sum is $E_2$, and therefore

$$\frac{\langle\Phi_1|H|\Phi_1\rangle}{\langle\Phi_1|\Phi_1\rangle}=E_0+\frac{E_2F^2}{1+S_{11}F^2}=E_0+E_2F^2-E_2S_{11}F^4+\dots$$

The coefficient of $F^4$ is $\tfrac94\cdot\tfrac{43}8=\tfrac{387}{32}=12.09375$, which would mean $\gamma=-24\times12.09375=-290.25$.

## Where the argument fails

All the integrals above are right. The fault is in the words "good to order $F^4$". An error that begins at $F^4$ spoils the coefficient of $F^4$; the quotient is right only through $F^3$.

The error can be written down. Let $\psi=\Phi+\delta$, where $(H-E)\psi=0$ order by order. The functions involved are polynomials times $e^{-r}$, so integration by parts leaves no surface terms and $H$ may be moved from one side to the other. Hence

$$\langle\Phi|H-E|\Phi\rangle=\langle\psi-\delta|H-E|\psi-\delta\rangle=\langle\delta|H-E|\delta\rangle,$$

because every term containing $(H-E)\psi$ is zero. Division by the norm gives

$$\frac{\langle\Phi|H|\Phi\rangle}{\langle\Phi|\Phi\rangle}-E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\Phi|\Phi\rangle}. \tag{2}$$

If $\Phi$ contains the perturbed functions through order $n$, then $\delta$ begins at $F^{n+1}$ and the right side at $F^{2n+2}$. The energy is therefore correct through order $2n+1$. This is the $2n+1$ theorem. For $n=1$ it guarantees $E_3$, and for $n=2$ it guarantees $E_5$. So $E_4$ requires $\psi_2$, but not $\psi_3$.

For $\Phi_1$ the leading error in (2) is $F^4\langle\psi_2|H_0-E_0|\psi_2\rangle$. It is positive, because $\psi_2$ is orthogonal to the ground state of $H_0$ and is not zero. The missing piece thus lowers the energy and raises $\gamma$. Its size has to be computed.

## The right solution

**The second-order function.** With $E_1=0$ the equation is

$$(H_0-E_0)\psi_2=-z\psi_1+E_2\psi_0 .$$

Put $\psi_2=g_2\psi_0$ and use $\cos^2\theta=\tfrac13+\tfrac23P_2$:

$$Lg_2=\Big(r^2+\frac{r^3}2\Big)\Big(\tfrac13+\tfrac23P_2\Big)-\tfrac94 .$$

The source contains $l=0$ and $l=2$, so $g_2=f_0(r)+f_2(r)P_2$.

For the s part let $f_0=a_4r^4+a_3r^3+a_2r^2+a_1r+a_0$. By (1) with $l=0$,

$$Lf_0=a_4(4r^3-10r^2)+a_3(3r^2-6r)+a_2(2r-3)+a_1\Big(1-\frac1r\Big).$$

This must equal $\tfrac16r^3+\tfrac13r^2-\tfrac94$. Power by power:

- $r^3$: $4a_4=\tfrac16$, so $a_4=\tfrac1{24}$.
- $r^2$: $3a_3=\tfrac13+10a_4=\tfrac34$, so $a_3=\tfrac14$.
- $r^1$: $2a_2=6a_3$, so $a_2=\tfrac34$.
- $r^0$: $a_1=3a_2-\tfrac94=0$.
- $r^{-1}$: $-a_1=0$, which is satisfied.

The last two lines check $E_2$. Any value other than $-\tfrac94$ would make them contradict each other. The constant $a_0$ is not fixed by the equation, since $L$ annihilates it. Intermediate normalization, $\langle f_0\rangle=0$, gives

$$a_0=-\Big(\tfrac1{24}\cdot\tfrac{45}2+\tfrac14\cdot\tfrac{15}2+\tfrac34\cdot3\Big)=-\tfrac{81}{16}.$$

For the d part let $f_2=b_4r^4+b_3r^3+b_2r^2$. By (1) with $l=2$,

$$L(f_2P_2)=\big[b_4(4r^3-7r^2)+b_3(3r^2-3r)+2b_2r\big]P_2,$$

which must equal $\big[\tfrac13r^3+\tfrac23r^2\big]P_2$. Hence $b_4=\tfrac1{12}$, then $3b_3=\tfrac23+\tfrac7{12}=\tfrac54$ gives $b_3=\tfrac5{12}$, and $2b_2=3b_3$ gives $b_2=\tfrac58$. No lower powers are needed. Together,

$$f_0=\frac{r^4}{24}+\frac{r^3}4+\frac{3r^2}4-\frac{81}{16},\qquad f_2=\frac{r^4}{12}+\frac{5r^3}{12}+\frac{5r^2}8 .$$

**The energy formula.** The fourth-order equation is

$$(H_0-E_0)\psi_4+z\psi_3=E_2\psi_2+E_4\psi_0 .$$

Its projection on $\psi_0$ gives $E_4=\langle\psi_0|z|\psi_3\rangle$, which seems to call for $\psi_3$. But $z\psi_0=-(H_0-E_0)\psi_1$, and the third-order equation is $(H_0-E_0)\psi_3=-z\psi_2+E_2\psi_1$. Moving $H_0-E_0$ from $\psi_1$ to $\psi_3$,

$$E_4=-\langle\psi_1|H_0-E_0|\psi_3\rangle=\langle\psi_1|z|\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle. \tag{3}$$

The third-order function has dropped out. The last term is the whole of the first attempt's answer. The new term is $A\equiv\langle\psi_1|z|\psi_2\rangle$. It is also minus the error found in the previous section: projecting the second-order equation on $\psi_2$ gives $\langle\psi_2|H_0-E_0|\psi_2\rangle=-A$, since $\langle\psi_2|\psi_0\rangle=0$.

**The integrals.** The higher moments needed are $\langle r^5\rangle=\tfrac{315}4$, $\langle r^6\rangle=315$ and $\langle r^7\rangle=\tfrac{2835}2$. Since $zg_1=-(r^2+\tfrac12r^3)\cos^2\theta$, the s part of $A$ carries the angular average $\tfrac13$:

$$A_s=-\tfrac13\Big\langle\frac{r^7}{48}+\frac{r^6}6+\frac{5r^5}8+\frac{3r^4}4-\frac{81r^3}{32}-\frac{81r^2}{16}\Big\rangle .$$

The six terms are $29.53125$, $52.5$, $49.21875$, $16.875$, $-18.984375$ and $-15.1875$. Their sum is $113.953125$, so $A_s=-37.984375$.

For the d part the average of $P_2^2$ is $\tfrac15$, so that of $\cos^2\theta\,P_2$ is $\tfrac23\cdot\tfrac15=\tfrac2{15}$:

$$A_d=-\tfrac2{15}\Big\langle\frac{r^7}{24}+\frac{7r^6}{24}+\frac{35r^5}{48}+\frac{5r^4}8\Big\rangle .$$

The terms are $59.0625$, $91.875$, $57.421875$ and $14.0625$, with sum $222.421875$, so $A_d=-29.65625$.

Equation (3) now gives

$$E_4=-37.984375-29.65625+12.09375=-55.546875=-\frac{3555}{64},$$

$$\boxed{\gamma=-24E_4=\frac{10665}8=1333.125\ \text{a.u.}}$$

In SI units this is $8.3125\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}$. This value is for a fixed nucleus. With the finite proton mass $m_p$, $\gamma$ is multiplied by $(1+m_e/m_p)^7$ and rises by 0.38 %, to $1338.2$ a.u. or $8.344\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}$. If the energy were expanded without the factor $\tfrac1{24}$, the same physics would be quoted as $\tfrac{3555}{64}$, so a comparison of hyperpolarizabilities has to begin with the convention.

## Reading the three contributions

Multiplied by $-24$, the terms contribute to $\gamma$ as follows, in atomic units:

- s part of $\psi_2$: $+911.625$
- d part of $\psi_2$: $+711.750$
- normalization term: $-290.250$

The field acts four times. It takes the atom from 1s to p states, then to s or d states, back to p states, and back to 1s. The s and d parts of $\psi_2$ describe the middle of this sequence. The 1s state itself is excluded there by $\langle\psi_0|\psi_2\rangle=0$. The third term accounts for the weight $S_{11}F^2$ that the first-order admixture adds to the norm, and it reduces $\gamma$. Leaving it out would give $1623.375$, which is too large by about 22 % of the true value. The first attempt made the opposite omission: it kept this term alone.

## The variational form and its tolerance to error

Formula (3) holds for the correct $\psi_2$. For an approximate function $\chi$ there is another form, whose error is quadratic in the error of $\chi$:

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|z|\psi_1\rangle-2E_2\langle\chi|\psi_0\rangle-E_2S_{11},$$

with real $\chi$ and the exact $\psi_1$ and $E_2$. Put $\chi=\psi_2+\eta$. The terms linear in $\eta$ are

$$2\langle\eta|(H_0-E_0)\psi_2+z\psi_1-E_2\psi_0\rangle=0$$

by the second-order equation. Moreover $J[\psi_2]=-A+2A-E_2S_{11}=E_4$. Hence

$$J[\chi]=E_4+\langle\eta|H_0-E_0|\eta\rangle\ \ge\ E_4 .$$

Every trial function therefore gives a lower bound, $-24J[\chi]\le\gamma$. The choice $\chi=0$ gives $-290.25$: the first attempt was a valid bound, mistaken for the value.

Suppose that $\psi_2$ is too small by 10 %, so that $\chi=0.9\,\psi_2$ and $\eta=-0.1\,\psi_2$. The variational error in $E_4$ is $0.01\times67.640625=0.676$, and $\gamma$ comes out as $1316.891$, low by 1.2 % of the true value. Formula (3) with the same $\chi$ has the error $0.1\times67.640625=6.764$ in $E_4$ and gives $1170.787$, low by 12.2 %. The practical value of the variational form is this quadratic error. For $\chi=c\,\psi_2$ its error is $|c-1|$ times that of formula (3), so it is the more accurate of the two when $0<|c-1|<1$. For a function that is further off, the advantage can be lost. It is also absent for a small error $\eta$ with $\langle\psi_1|z|\eta\rangle=0$: formula (3) is then exact, while $J$ is still too high by $\langle\eta|H_0-E_0|\eta\rangle$.

## Where the second-order function stops being enough

Let $\Phi_2=\psi_0+F\psi_1+F^2\psi_2$ and $S_{22}=\langle\psi_2|\psi_2\rangle=\tfrac{39619}{256}$. The $F^4$ terms of the numerator are $\langle\psi_2|H_0-E_0|\psi_2\rangle+2\langle\psi_1|z|\psi_2\rangle=-A+2A=A$, so the quotient is

$$E_0+\frac{E_2F^2+AF^4}{1+S_{11}F^2+S_{22}F^4}.$$

Its $F^4$ coefficient is $A-E_2S_{11}$, in agreement with (3). Its $F^6$ coefficient is $-AS_{11}+E_2(S_{11}^2-S_{22})=646.778$. By (2) this exceeds $E_6$ by $\langle\psi_3|H_0-E_0|\psi_3\rangle=5554.550$, so $E_6=-4907.771$. At the first order beyond the guarantee, even the sign is wrong, just as it was for $\Phi_1$ at order $F^4$.

## A check at finite field

The coefficients can also be found without perturbed functions. The matrix of $H_0+Fz$ was diagonalized in a basis of 11 Laguerre-type radial functions for each $l$ from 0 to 5. The energies at five fields between $0.006$ and $0.014$ a.u. were then resolved into powers of $F^2$. This gave $\alpha=4.500000$, $\gamma=1333.12$ and $E_6=-4908$, in agreement with the values above. The last digit of the fitted $E_6$ is uncertain by about one unit, since it moves with the basis and carries the truncation error of the fit. The numerical output follows the text.

Take $F=0.01$ a.u., or $5.142\times10^9$ V/m. The two leading energy shifts are

$$E_2F^2=-2.25\times10^{-4},\qquad E_4F^4=-5.555\times10^{-7}\ \text{a.u.}$$

Their sum is $-2.255555\times10^{-4}$, while diagonalization gives $-2.255605\times10^{-4}$. The difference, $-5.0\times10^{-9}$, is close to $E_6F^6=-4.9\times10^{-9}$.

For the dipole,

$$\alpha F+\tfrac16\gamma F^3=0.0450000+0.0002222=0.0452222\ \text{a.u.},$$

and diagonalization gives $0.0452252$. The cubic term is 0.49 % of the linear one. The remainder, $3.01\times10^{-6}$, compares with the next term of the series, $-6E_6F^5=2.94\times10^{-6}$.

## Conditions and a second case

The potential $-1/r+Fz$ falls without limit as $z\to-\infty$, so the atom in the field has no true ground state. In a weak field the 1s level becomes a long-lived state behind a barrier. On the axis, with $s=|z|$, the potential is $-1/s-Fs$. Its maximum is at $s=F^{-1/2}$ and has the height $-2\sqrt F$. At $F=0.01$ this is $-0.2$, well above the level at $-0.5$. The top reaches the unshifted level at $F=\tfrac1{16}$. This is only a rough scale and not a threshold. The barrier is higher away from the axis, and tunnelling empties the level well below this field: the lifetime is about 1 ns at $F=0.03$, 6 ps at $F=0.04$ and 33 fs at $F=\tfrac1{16}$. The series has real coefficients, so no truncation of it can describe the decay by tunnelling. The finite basis of localized functions does not describe it either.

The result extends to a one-electron ion of nuclear charge $Z$. With $\mathbf r=\boldsymbol\rho/Z$ the Hamiltonian becomes

$$H=Z^2\Big[-\tfrac12\nabla_\rho^2-\frac1\rho+\frac F{Z^3}\rho_z\Big],\qquad\text{so}\qquad E_Z(F)=Z^2E_1(F/Z^3),$$

where $E_1(F)$ here denotes the hydrogen energy as a function of the field. The $F^2$ coefficient scales as $Z^{2-6}$ and the $F^4$ coefficient as $Z^{2-12}$:

$$\alpha_Z=\frac9{2Z^4},\qquad \gamma_Z=\frac{10665}{8Z^{10}} .$$

For He$^+$ this gives $\gamma=1333.125/1024=1.302$ a.u. Doubling the nuclear charge lowers the hyperpolarizability by a factor of about a thousand, while the polarizability falls by a factor of 16.

## Table of computed values

```
g1 = -c*r**2/2 - c*r
s part f0 = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
d part f2 = r**4/12 + 5*r**3/12 + 5*r**2/8
<r^2> = 3 a.u.
<r^3> = 15/2 a.u.
<r^4> = 45/2 a.u.
<r^5> = 315/4 a.u.
<r^6> = 315 a.u.
<r^7> = 2835/2 a.u.
E2 = -9/4 a.u.; alpha = 9/2 a.u.
<psi1|psi1> = 43/8 a.u.
<psi2|psi2> = 39619/256 a.u.
<psi1|z|psi2>, s part = -2431/64 = -37.984375 a.u.
<psi1|z|psi2>, d part = -949/32 = -29.656250 a.u.
-E2<psi1|psi1> = 387/32 = 12.093750 a.u.
E4 from psi2 = -3555/64 = -55.546875 a.u.
E4 from psi3 = -3555/64 a.u.
gamma, s channel = 911.625 a.u.
gamma, d channel = 711.750 a.u.
gamma, normalization = -290.250 a.u.
gamma = 10665/8 = 1333.125 a.u.
gamma in SI = 8.31254e-62 C^4 m^4 J^-3
gamma, quotient with psi1 only = -290.250 a.u.
F^6 coefficient, quotient with psi2 = 646.778 a.u.
<psi3|H0-E0|psi3> = 5554.550 a.u.
E6 = -2512779/512 = -4907.771 a.u.
gamma, 0.9 psi2, variational = 1316.891 a.u.
gamma, 0.9 psi2, linear = 1170.787 a.u.
relative error, variational = 1.218 %
relative error, linear = 12.177 %
basis: 11 radial functions for each l = 0 to 5
fit fields = 0.006 to 0.014 a.u.
finite-field alpha = 4.500000 a.u.
finite-field gamma = 1333.12 a.u.
finite-field E6 = -4908 a.u.
example field = 0.01 a.u. = 5.1422e+09 V/m
second-order energy shift = -2.250000e-04 a.u.
fourth-order energy shift = -5.554688e-07 a.u.
shift from diagonalization = -2.255605e-04 a.u.
linear dipole = 4.500000e-02 a.u.
cubic dipole = 2.221875e-04 a.u.
dipole from diagonalization = 4.522520e-02 a.u.
dipole remainder = 3.010e-06 a.u.
next term -6 E6 F^5 = 2.945e-06 a.u.
```
